# Quarter-Power Dependence of Electron Density on Hydrogen Pressure in Oxides

An oxide held at a fixed temperature $T$ in equilibrium with hydrogen gas of partial pressure $p$ has a free-electron density

$$
n=\left[N_cN_s z\,e^{-\Delta E/kT}\right]^{1/2}a^{1/4},\qquad a=\frac{p\lambda^3}{kT\,Z_{\rm rot}},
$$

so that $n\propto p^{1/4}$, provided that H$^+$ and electrons are the only charges, that hydrogen fills few of its sites, that the electrons are nondegenerate, and that Coulomb interactions between the charges are negligible. Here $N_c$ is the effective density of states of the conduction band, $N_s$ the density of hydrogen sites, $z=2$ the number of proton spin states, and $\lambda$ and $Z_{\rm rot}$ the thermal wavelength and rotational partition function of H$_2$. The energy $\Delta E$ is needed to turn half an H$_2$ molecule in its ground state, zero-point energy included, into H$^+$ on a site and an electron at the band edge $E_c$. Under these conditions full ionization is not an additional requirement: neutral dissolved hydrogen leaves the law intact as long as the gas remains in equilibrium with the oxide. Full ionization matters for the total hydrogen content, and for the electron density after cooling.

The gas comes first. One molecule in a volume $V$ has the partition function $q=VZ_{\rm rot}/\lambda^3$, with $\lambda=h/\sqrt{2\pi m_{\rm H_2}kT}$ and energy measured from the molecular ground state. Nuclear spin is counted in $Z_{\rm rot}$, as it is in $z$. For $N_g$ independent molecules $Z=q^{N_g}/N_g!$, and Stirling's formula gives

$$
\mu_{\rm H_2}=-kT\frac{\partial\ln Z}{\partial N_g}=kT\ln\frac{N_g}{q}=kT\ln a,
$$

where the last step uses $N_g/V=p/kT$. The reaction $\tfrac12{\rm H_2}\rightleftharpoons{\rm H^+}+e^-$ is in equilibrium when

$$
\tfrac12\mu_{\rm H_2}=\mu_{\rm H^+}+E_F ,
$$

because the chemical potential of the electrons is the Fermi level $E_F$. The factor $\tfrac12$ reflects two atoms per molecule.

Let a proton on a site have energy $\varepsilon$, so that $\Delta E=\varepsilon+E_c$. Thermally excited vibrations of the proton and of the molecule are left out; they would change the prefactor of the law but not the power of $p$. Placing $N$ protons on $M$ sites gives the partition function $\binom{M}{N}(z e^{-\varepsilon/kT})^N$, hence

$$
\mu_{\rm H^+}=\varepsilon-kT\ln z+kT\ln\frac{N}{M-N}.
$$

When few sites are filled, the last ratio is $[{\rm H^+}]/N_s$. Put $\eta=(E_F-E_c)/kT$. Solving the equilibrium condition for $[{\rm H^+}]$ then gives

$$
[{\rm H^+}]=N_s z\,a^{1/2}e^{-\Delta E/kT}e^{-\eta}.
$$

Raising the Fermi level makes an ionized donor more costly, since its electron must be placed higher.

For a parabolic band of mass $m^*$, the density of states including spin is $(2m^*/\hbar^2)^{3/2}\sqrt E/(2\pi^2)$, with $E$ measured from $E_c$. If $e^\eta\ll1$, the Fermi function is $e^{\eta-E/kT}$. Since $\int_0^\infty\sqrt E\,e^{-E/kT}dE=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$,

$$
n=N_ce^\eta,\qquad N_c=\frac{1}{4\pi^{3/2}}\left(\frac{2m^*kT}{\hbar^2}\right)^{3/2}=\frac{2}{\lambda_e^3},
$$

where $\lambda_e=h/\sqrt{2\pi m^*kT}$. Multiplying the two densities removes the Fermi level:

$$
n[{\rm H^+}]=N_cN_sz\,e^{-\Delta E/kT}a^{1/2}\equiv K\sqrt p .
$$

Here $K$ depends on temperature but not on pressure. Charge neutrality requires $n=[{\rm H^+}]$, so $n^2=K\sqrt p$, which is the stated result. One square root comes from splitting the molecule, the other from each dissolved atom producing two charged particles whose densities are equal.

The same law follows from counting states in a closed system, without chemical potentials. Let $N$ protons occupy $M$ sites, their $N$ electrons occupy $G$ states of one common energy, and the remaining atoms form $N_g$ molecules. With energies chosen so that each dissolved atom has unit weight, the total weight of all configurations with $N$ dissolved atoms is

$$
W(N)=\binom MN\binom GN\frac{q^{N_g}}{N_g!}.
$$

Dissolving one more molecule changes $N$ by 2 and $N_g$ by $-1$. For $1\ll N\ll M,G$ the weight is multiplied by $(MG/N^2)^2N_g/q$. At the maximum this factor is 1, so $N^2=MG\sqrt{N_g/q}$. For $M=10^9$, $G=10^8$ and $q=6.25\times10^{27}$, this predicts $N=2000$ with $10^7$ molecules and $N=4000$ with $1.6\times10^8$. Summing over all even $N$ gives means of 1999.68 and 3999.65: sixteen times as much gas doubles the number of electrons.

For a numerical case, take a 50 nm film annealed at 600 K, where $kT=0.0517$ eV. The effective mass is 0.34 electron masses, $N_s=5\times10^{22}$ cm$^{-3}$, and $\Delta E=0.40$ eV is a chosen model value. At $p=1$ Torr $=133.3$ Pa, $\lambda=0.0502$ nm and $Z_{\rm rot}=14.34$ give $a=1.420\times10^{-10}$ and $\sqrt a=1.192\times10^{-5}$. This $Z_{\rm rot}$ is that of a rigid rotor with a 0.074 nm bond. Zero-point and centrifugal stretching raise it to about 14.9 for real H$_2$, which would lower $a$ by about 4% and the densities below by about 1%. With $N_c=1.407\times10^{19}$ cm$^{-3}$ and $e^{-\Delta E/kT}=4.367\times10^{-4}$,

$$
\begin{aligned}
n^2&=(1.407\times10^{19})(5\times10^{22})(2)\\
&\quad\times(4.367\times10^{-4})(1.192\times10^{-5})\ {\rm cm^{-6}}\\
&=7.32\times10^{33}\ {\rm cm^{-6}},
\end{aligned}
$$

so $n=8.56\times10^{16}$ cm$^{-3}$, or $1.27\times10^{-8}$ bohr$^{-3}$. At 0.01 and 100 Torr the law gives $2.71\times10^{16}$ and $2.71\times10^{17}$ cm$^{-3}$: a pressure range of $10^4$ produces a density range of 10. These values assume that the film is neutral without charge on its faces. Such charge must be small compared with the electrons in the film, only $1.4\times10^{11}$ per cm$^2$ at 0.01 Torr; acceptors on the faces would lower the mean density and raise the exponent.

Departures from the law are conveniently described by the local exponent $m=d\ln n/d\ln p$ at fixed temperature. Degeneracy changes the relation between $n$ and $\eta$. The expression for $[{\rm H^+}]$ still holds, and neutrality gives $\ln n=\text{constant}+\tfrac12\ln p-\eta$. Writing $s=d\ln n/d\eta$ and differentiating,

$$
m=\frac12-\frac ms\quad\Longrightarrow\quad m=\frac{s}{2(1+s)} .
$$

The nondegenerate value $s=1$ returns $m=\tfrac14$. To next order the Fermi function is $e^{\eta-E/kT}-e^{2(\eta-E/kT)}$, so $n=N_ce^\eta(1-e^\eta/2^{3/2})$ and $s\simeq1-n/(2^{3/2}N_c)$. At 100 Torr $n/N_c=0.0192$, which gives $s=0.993$ and $m=0.249$. Solving the charge balance with the full Fermi-Dirac integral and finite site filling also gives 0.249, and a density 0.3% below the simple law. Degeneracy is therefore minor here. If $\Delta E$ is instead set to $-0.4$ eV at 1 Torr, the same calculation gives $n=7.8\times10^{19}$ cm$^{-3}$, $s=0.367$ and $m=0.134$. This case isolates the effect of degeneracy only: at such a density the Coulomb coupling $\ell\kappa$ introduced below is about 5, so the charges are far from noninteracting.

Neutral hydrogen has a different effect. Let a donor bind its electron by $E_b$, in either of two spin states. Relative to H$^+$ its weight is $2e^{\eta+E_b/kT}$. If H$^+$ and electrons are still the only charges,

$$
[{\rm H^0}]=2[{\rm H^+}]e^{\eta+E_b/kT}=\frac{2n^2}{N_c}e^{E_b/kT}\propto p^{1/2}.
$$

Neither $n[{\rm H^+}]=K\sqrt p$ nor neutrality has changed, so $n$ has not changed either; the gas supplies the extra neutral atoms. The total $n+[{\rm H^0}]$ has the weighted exponent $(\tfrac14n+\tfrac12[{\rm H^0}])/(n+[{\rm H^0}])$. With $E_b=0.4$ eV at 1 Torr there are 27.9 neutral atoms per ion, yet the calculated exponent of $n$ remains 0.250, while that of total hydrogen is 0.491.

Other charges do alter the law. Holes obey $p_h=n_i^2/n$, where $n_i$ is the intrinsic density. Neutrality becomes $n=[{\rm H^+}]+p_h$, and multiplication by $n$ gives

$$
n^2=K\sqrt p+n_i^2,\qquad m=\frac{K\sqrt p}{4n^2}=\frac14\left(1-\frac{n_i^2}{n^2}\right).
$$

The exponent follows from $2n\,dn=\tfrac12K\sqrt p\,d\ln p$. For a gap of 3.1 eV and a hole mass of 3 electron masses, the hole density at 1 Torr is below $10^{-3}$ cm$^{-3}$, which is negligible. Reducing the gap to 0.7 eV would lower $m$ to 0.129.

Fixed ionized acceptors of net density $A$ require $n+A=[{\rm H^+}]$; a negative $A$ describes fixed donors. Then $n(n+A)=K\sqrt p$, and differentiation gives $(2n+A)\,dn=\tfrac12n(n+A)\,d\ln p$, or

$$
n=\frac{-A+\sqrt{A^2+4K\sqrt p}}2,\qquad m=\frac{n+A}{2(2n+A)} .
$$

When acceptors dominate, $[{\rm H^+}]\simeq A$ is pinned and $n\propto p^{1/2}$. For $A=10^{18}$ cm$^{-3}$ at 1 Torr, $n$ falls to $7.3\times10^{15}$ cm$^{-3}$ and $m=0.496$. This density neglects Coulomb attraction; screening by $10^{18}$ protons per cm$^3$, estimated as below, would raise it by a factor of roughly 1.7. When fixed donors dominate, $n$ becomes independent of pressure. A donor background of $10^{16}$ cm$^{-3}$ changes the exponent at 1 Torr to 0.235.

Hydrogen can also compensate itself by forming H$^-$. Let $\Delta$ be the height above $E_c$ of the Fermi level at which H$^+$ and H$^-$ are equally abundant. Converting one into the other adds two electrons, so $[{\rm H^-}]=[{\rm H^+}]e^{2\eta-2\Delta/kT}$. Substituting $[{\rm H^+}]=K\sqrt p/n$ and $e^\eta=n/N_c$,

$$
r\equiv\frac{[{\rm H^-}]}{n}=\frac{K\sqrt p}{N_c^2}e^{-2\Delta/kT}.
$$

Neutrality, $n(1+r)=[{\rm H^+}]$, gives $n^2=K\sqrt p/(1+r)$. Since $r\propto\sqrt p$,

$$
2m=\frac12-\frac{r}{2(1+r)},\qquad m=\frac1{4(1+r)} .
$$

For $r\gg1$ the density saturates at $N_ce^{\Delta/kT}$, with the Fermi level pinned at the transition level. At 1 Torr a level at the band edge gives $r=3.7\times10^{-5}$, which is harmless. A level 0.3 eV below it gives $r=4.05$ and $m=0.049$. The law thus requires H$^-$ to be rare compared with free electrons, $r\ll1$.

Disorder need not destroy the exponent. If site energies have a Gaussian spread $\sigma$ about the mean $\Delta E$, completing the square in the average of the Boltzmann factor multiplies $K$ by $e^{\sigma^2/2(kT)^2}$. The density is multiplied by the square root, $e^{\sigma^2/4(kT)^2}$, which is 2.55 for $\sigma=0.1$ eV. The most important sites lie $\sigma^2/kT=0.19$ eV below the mean, and they must remain sparsely filled.

An exponential tail of electron states below the band, with total density $N_t$ (spin included) and width $w<kT$, holds, while sparsely filled,

$$
n_t=\int_0^\infty\frac{N_t}{w}e^{-E/w}e^{\eta+E/kT}dE=\frac{N_te^\eta}{1-w/kT}\equiv\tau n ,
$$

where $E$ is now the depth below $E_c$. These states are neutral when empty, so $(1+\tau)n=[{\rm H^+}]$ and $n$ is divided by $\sqrt{1+\tau}$. For $N_t=2\times10^{18}$ cm$^{-3}$ and $w=15$ meV, $\tau=0.20$ and the factor is 0.91. Charge balances including the site spread or the tail give exponents of 0.249 and 0.250 respectively.

Coulomb attraction produces a larger change in exponent. In a classical, weakly coupled gas of ions and electrons, linear screening has inverse length $\kappa$ with $\kappa^2=8\pi\ell n$, where $\ell=e^2/(4\pi\epsilon_0\epsilon_rkT)$. The screening charge around an ion has density $-e\kappa^2e^{-\kappa r}/(4\pi r)$. Its potential at the ion is

$$
-\frac{e\kappa^2}{4\pi\epsilon_0\epsilon_r}\int_0^\infty e^{-\kappa r}dr=-\frac{e\kappa}{4\pi\epsilon_0\epsilon_r}.
$$

Building up the ion's charge gradually gives half the product of charge and potential, $-\tfrac12\ell\kappa kT$. The electron gains the same amount, so $n^2=K\sqrt p\,e^{\ell\kappa}$. Because $\kappa\propto n^{1/2}$,

$$
2m=\frac12+\frac{\ell\kappa}{2}m,\qquad m=\frac1{4(1-\ell\kappa/4)} .
$$

With $\epsilon_r=10$, $\ell=2.8$ nm. At 1 and 100 Torr the density rises by 12% and 24%, and the exponent becomes 0.265 and 0.280. These are estimates of size: $\lambda_e=(2/N_c)^{1/3}\simeq5$ nm exceeds $\ell$, so treating the electrons as classical point charges is doubtful.

Cooling changes the question from equilibrium with a gas to ionization of a fixed amount of hydrogen. For an assumed diffusivity $D=D_0e^{-E_d/kT}$ with $D_0=10^{-3}$ cm$^2$/s and $E_d=1$ eV, the time scale $L^2/D$ for the film thickness $L$ is 6 s at 600 K and $1.6\times10^9$ s at 300 K. Suppose cooling is fast enough to retain the total density $N_{\rm H}$, while the electrons re-equilibrate. With $N_c'$ and $T'$ denoting room-temperature values, the neutral-donor relation and $[{\rm H^0}]=N_{\rm H}-n$ give

$$
\frac{n^2}{N_{\rm H}-n}=\frac{N_c'}2e^{-E_b/kT'}\equiv Q .
$$

Differentiating $n^2=Q(N_{\rm H}-n)$ gives $(2n+Q)\,dn=Q\,dN_{\rm H}$. Since $QN_{\rm H}=n(n+Q)$,

$$
\frac{d\ln n}{d\ln N_{\rm H}}=\frac{n+Q}{2n+Q}.
$$

This is 1 for nearly complete ionization and $\tfrac12$ for weak ionization. Hydrogen loaded as $p^{1/4}$ would then leave $n\propto p^{1/8}$ in the weak limit. This requires donors that are mostly ionized during the anneal but mostly neutral after cooling. At the present temperatures and pressures the two conditions are met only in part: $E_b=0.15$ eV gives a mean exponent of 0.17 between 0.01 and 100 Torr, not $\tfrac18$. Donors deep enough to be mostly neutral at both temperatures load as $p^{1/2}$, which brings back $n\propto p^{1/4}$. A hydrogenic donor with the present mass and permittivity has $E_b=46$ meV. After annealing at 0.01, 1 and 100 Torr, the ionized fractions at 300 K are 0.94, 0.85 and 0.68, and the mean exponent over this range is 0.223. This keeps only the ground state of an isolated donor. Adding the second hydrogenic shell would give fractions of 0.89, 0.74 and 0.52 and an exponent of 0.216. Screening works the other way: the classical Debye shift at 300 K is about 9, 15 and 24 meV, not small against 46 meV. The fractions are therefore rough, while the exponent stays near 0.22 when the second shell is added.

The mass, gap, permittivity and anneal temperature are rough values in the regime of amorphous In-Ga-Zn oxide, but $\Delta E$ is not a measured property of that material. Raising it by 0.1 eV would divide $n$ by $e^{0.1/(2\times0.0517)}\simeq2.6$. A measured total hydrogen content should not be equated with the free-electron density, since neutral hydrogen, fixed acceptors and H$^-$ each make the two differ, as shown above. Background donors and H$^-$ break the assumption that H$^+$ and electrons are the only charges, with the shifts calculated above. Hydrogen may also reduce the oxide and create oxygen vacancies, an effect not included or sized here. In a diluted gas, $p$ is the partial pressure of H$_2$ during the anneal, not the total pressure. Where the stated conditions hold, halving the electron density at fixed temperature requires a sixteenfold reduction of that partial pressure. The numerical output lists the remaining inputs and intermediate values.

## Computed values

```
T anneal, room = 600, 300 K; kT = 0.05170, 0.02585 eV
electron, hole mass = 0.34, 3.0 m_e; permittivity = 10.0
gap = 3.1 eV; dE = 0.4 eV; Ns = 5.00e+22 cm^-3; z = 2
H2 bond = 0.074 nm; rotational B = 7.574 meV
H2 thermal wavelength = 0.05020 nm; Zrot = 14.339
Nc 600 K, 300 K = 1.4071e+19, 4.9750e+18 cm^-3
1 Torr = 133.322 Pa; H2 activity at 1 Torr = 1.4200e-10
sqrt activity at 1 Torr = 1.1916e-05
exp(-dE/kT) = 4.3666e-04
n^2 at 1 Torr = 7.3220e+33 cm^-6
p = 0.01 Torr: n law, solver = 2.7059e+16, 2.7050e+16 cm^-3
  local slope = 0.24992; n/Nc = 0.00192
p = 1 Torr: n law, solver = 8.5569e+16, 8.5477e+16 cm^-3
  local slope = 0.24973; n/Nc = 0.00608
p = 100 Torr: n law, solver = 2.7059e+17, 2.6968e+17 cm^-3
  local slope = 0.24916; n/Nc = 0.01923
n law at 1 Torr = 1.2680e-08 bohr^-3
exact count: N = 1999.68, 3999.65; law 2000.0, 4000.0
exact-count slope for 16-fold gas = 0.25003
holes at 1 Torr, gap 3.1 eV = 5.54e-04 cm^-3
test gap 0.7 eV: n = 1.190e+17 cm^-3, slope = 0.1290
H0 binding 0.4 eV: H0/H+ = 27.88
  slope of n, total H = 0.2497, 0.4913
hydrogenic binding = 46.26 meV; H0/H+ at 1 Torr = 0.0298
net acceptors 1.0e+18 cm^-3: n = 7.269e+15 cm^-3, slope = 0.4964
net acceptors -1.0e+16 cm^-3: n = 9.071e+16 cm^-3, slope = 0.2354
H-/n, level at band edge = 3.70e-05
H-/n, level 0.3 eV below = 4.053; slope = 0.0494
degenerate test dE = -0.4 eV: n = 7.824e+19 cm^-3
  eta = 3.550; s = 0.3674; slope = 0.1343
site spread = 0.1 eV: n factor = 2.548, slope = 0.2493
tail density = 2.0e+18 cm^-3; width = 15.0 meV
  tau = 0.2002; n factor = 0.9128; slope = 0.2499
Bjerrum length at 600 K = 2.785 nm
screening 1 Torr: n factor = 1.121, l*kappa = 0.228, slope = 0.2651
screening 100 Torr: n factor = 1.238, l*kappa = 0.426, slope = 0.2798
two proton bends 0.1 eV: n factor = 1.1690
H2 vibration 0.54 eV: excited weight = 2.91e-05
film = 50 nm; D0 = 1.0e-03 cm^2/s; barrier = 1.0 eV
diffusion time 600 K, 300 K = 6.27, 1.57e+09 s
quench 0.01 Torr: total H = 2.731e+16, n = 2.572e+16 cm^-3, ionized = 0.942
quench 1 Torr: total H = 8.811e+16, n = 7.469e+16 cm^-3, ionized = 0.848
quench 100 Torr: total H = 2.961e+17, n = 1.999e+17 cm^-3, ionized = 0.675
mean slope after quench, 0.01 to 100 Torr = 0.2226
```
